# Gauge Relation Between Density and Current Response, and the Drude Weight: a program that tests the result

```python
"""Result under test (hbar = m = e = 1, hartree atomic units):
    chi_nn(q,w) = (q^2/w^2) chi_L(q,w),   chi_L = n/m + chi_jj,
and Drude weight D = pi n/m for a translation-invariant electron gas.
chi_nn : density response to a scalar potential energy
chi_jj : longitudinal response of the paramagnetic number current
chi_L  : response of the physical current to a vector potential
Part A: 3D gas, Lindhard and RPA responses by quadrature.
Part B: three interacting fermions on a ring, exact diagonalization
        in a finite plane-wave basis. The gauge relation needs a complete
        basis, so its mismatch is followed as the cutoff grows.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# ---------------- Part A: three-dimensional electron gas ----------------
r_s = 3.0
density = 3 / (4 * np.pi * r_s**3)
k_F = (3 * np.pi**2 * density) ** (1 / 3)
omega_p = np.sqrt(4 * np.pi * density)
nodes, weights = np.polynomial.legendre.leggauss(300)


def lindhard(q, z, power):
    """Noninteracting response; power = number of current vertices."""
    kz = k_F * nodes
    # spin factor 2 and the disc area pi (k_F^2 - kz^2) over (2 pi)^3
    measure = k_F * weights * (k_F**2 - kz**2) / (4 * np.pi**2)
    excitation = (kz + q)**2 / 2 - kz**2 / 2
    vertex = (kz + q / 2)**power
    terms = 1 / (z - excitation) - (-1)**power / (z + excitation)
    return np.sum(measure * vertex * terms)


def current_responses(q, z):
    """Proper and full (RPA) physical current response."""
    proper = density + lindhard(q, z, 2)
    coulomb = 4 * np.pi / q**2
    mixed = lindhard(q, z, 1)
    screening = 1 - coulomb * lindhard(q, z, 0)
    return proper, proper + mixed * coulomb * mixed / screening


q = 0.5 * k_F
omega = k_F**2
chi_nn = lindhard(q, omega, 0)
chi_jj = lindhard(q, omega, 2)
chi_proper, chi_full = current_responses(q, omega)
chi_nn_rpa = chi_nn / (1 - 4 * np.pi / q**2 * chi_nn)
assert omega > q * k_F + q**2 / 2
for z in (omega, (0.3 + 0.1j) * k_F**2, 0.4j * k_F**2):
    bare = lindhard(q, z, 0)
    rpa = bare / (1 - 4 * np.pi / q**2 * bare)
    proper, full = current_responses(q, z)
    assert abs(bare / (q**2 / z**2 * proper) - 1) < 1e-9
    assert abs(rpa / (q**2 / z**2 * full) - 1) < 1e-9
static_jj = lindhard(q, 0.0, 2)
assert abs(static_jj / density + 1) < 1e-9

print("A. Electron gas, r_s =", r_s, "bohr")
print(f"density n = {density:.6e} bohr^-3")
print(f"k_F = {k_F:.6f} bohr^-1")
print(f"plasma frequency = {omega_p:.6f} hartree")
print(f"q = {q:.6f} bohr^-1, omega = {omega:.6f} hartree")
print(f"pair continuum top at q = {q*k_F + q*q/2:.6f} hartree")
print(f"Lindhard chi_nn = {chi_nn:.6e} a.u.")
print(f"paramagnetic chi_jj = {chi_jj:.6e} a.u.")
print(f"diamagnetic n/m = {density:.6e} a.u.")
print(f"proper chi_L = {chi_proper:.6e} a.u.")
print(f"(q/omega)^2 = {(q/omega)**2:.6f} a.u.")
print(f"(q/omega)^2 chi_L = {(q/omega)**2*chi_proper:.6e} a.u.")
print(f"(q/omega)^2 chi_jj alone = {(q/omega)**2*chi_jj:.6e} a.u.")
print(f"RPA chi_nn = {chi_nn_rpa:.6e} a.u.")
print(f"(q/omega)^2 full chi_L = {(q/omega)**2*chi_full:.6e} a.u.")
print(f"static chi_jj/(n/m) = {static_jj/density:.8f}")

full_limit = omega**2 / (omega**2 - omega_p**2)
print("small q at fixed omega, in units of n/m:")
for fraction in (0.2, 0.1, 0.05):
    small_q = fraction * k_F
    proper, full = current_responses(small_q, omega)
    print(f"q/k_F = {fraction:.2f}: proper {proper/density:.6f},"
          f" full {full/density:.6f}")
curvature = (proper / density - 1) / small_q**2
expected_curvature = 0.6 * k_F**2 / omega**2
assert abs(curvature / expected_curvature - 1) < 0.02
assert abs(full / density / full_limit - 1) < 0.01
print(f"limit of full response = {full_limit:.6f}")

# Integrated conductivity along a line above the real frequency axis.
eta = 0.1 * k_F**2
angles = np.pi / 2 * nodes
total_weight = 0.0
for angle, weight in zip(angles, weights):
    z = eta * np.tan(angle) + 1j * eta
    sigma = 1j * current_responses(q, z)[0] / z
    total_weight += np.pi / 2 * weight * eta / np.cos(angle)**2 * sigma.real
drude = np.pi * density
assert abs(total_weight / drude - 1) < 1e-6
print(f"integral of Re sigma at q = {total_weight:.6e} a.u.")
print(f"Drude weight pi n/m = {drude:.6e} a.u.")
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
drude_si = np.pi * density / bohr**3 * const.e**2 / const.m_e
unit_si = const.e**2 * hartree / (const.hbar**2 * bohr)
assert abs(drude * unit_si / drude_si - 1) < 1e-7
print(f"Drude weight in SI = {drude_si:.5e} S m^-1 s^-1")


# Symmetrized Coulomb force coefficient must vanish linearly in q.
def force_coefficient(q_vector):
    k = np.array([0.5, 0.3, 0.2])
    rest = q_vector - k
    return np.linalg.norm(4 * np.pi * (k / (k @ k) + rest / (rest @ rest)))


direction = np.array([1.0, 0.0, 0.0])
force_ratio = (force_coefficient(2e-3 * direction)
               / force_coefficient(1e-3 * direction))
assert abs(force_ratio - 2) < 0.02
print(f"force coefficient ratio, q doubled = {force_ratio:.4f}")

# ---------------- Part B: interacting fermions on a ring ----------------
N = 3
L = 2 * np.pi          # wave numbers are integers
PAIR = 0.5             # pair interaction 2*PAIR*(cos x + cos 2x)
LATTICE = 1.0          # lattice potential LATTICE*cos 3x


class Ring:
    def __init__(self, cutoff):
        self.states = list(combinations(range(-cutoff, cutoff + 1), N))
        self.index = {s: i for i, s in enumerate(self.states)}
        # total wave number modulo 3 is conserved, also with the lattice
        sector = np.sum(self.states, axis=1) % 3
        self.blocks = [np.flatnonzero(sector == s) for s in range(3)]

    def add(self, matrix, column, orbitals, value):
        """Add a Slater determinant, with the sign of its reordering."""
        row = self.index.get(tuple(sorted(orbitals)))
        if row is not None:
            swaps = sum(a > b for a, b in combinations(orbitals, 2))
            matrix[row, column] += (-1)**swaps * value

    def one_body(self, shift, amplitude):
        """Sum over particles of |k + shift> amplitude(k) <k|."""
        matrix = np.zeros((len(self.states),) * 2)
        for column, state in enumerate(self.states):
            for i in range(N):
                moved = list(state)
                moved[i] += shift
                self.add(matrix, column, moved, amplitude(state[i]))
        return matrix

    def potential(self, lattice):
        """Pair interaction, plus the lattice if requested."""
        matrix = np.zeros((len(self.states),) * 2)
        for column, state in enumerate(self.states):
            for i, j in combinations(range(N), 2):
                for transfer in (-2, -1, 1, 2):
                    moved = list(state)
                    moved[i] += transfer
                    moved[j] -= transfer
                    self.add(matrix, column, moved, PAIR)
        if lattice:
            for shift in (-3, 3):
                matrix += self.one_body(shift, lambda k: LATTICE / 2)
        return matrix

    def kinetic(self, vector_potential=0.0):
        k = np.array(self.states, dtype=float)
        return np.diag(((k + vector_potential)**2).sum(axis=1) / 2)

    def diagonalize(self, matrix):
        """All eigenpairs, block by block, in order of energy."""
        energies = np.zeros(len(matrix))
        vectors = np.zeros_like(matrix)
        start = 0
        for block in self.blocks:
            others = np.setdiff1d(np.arange(len(matrix)), block)
            assert not matrix[np.ix_(others, block)].any()
            columns = np.arange(start, start + len(block))
            values, states = eigh(matrix[np.ix_(block, block)])
            energies[columns] = values
            vectors[np.ix_(block, columns)] = states
            start += len(block)
        order = np.argsort(energies)
        return energies[order], vectors[:, order]

    def ground_energy(self, matrix):
        return min(eigh(matrix[np.ix_(block, block)], eigvals_only=True,
                        subset_by_index=[0, 0])[0] for block in self.blocks)


def response(energies, vectors, operator, z):
    """Response of operator/L to a field coupled to its adjoint."""
    ground = vectors[:, 0]
    gaps = energies[1:] - energies[0]
    up = (vectors.T @ (operator.T @ ground))[1:]
    down = (vectors.T @ (operator @ ground))[1:]
    return np.sum(up**2 / (z - gaps) - down**2 / (z + gaps)) / L


def gauge_test(ring, energies, vectors, z):
    """chi_nn, chi_L and their relative mismatch at wave number q = 1."""
    n_q = ring.one_body(-1, lambda k: 1.0)
    j_q = ring.one_body(-1, lambda k: k - 0.5)
    nn = response(energies, vectors, n_q, z)
    current = N / L + response(energies, vectors, j_q, z)
    return nn, current, abs(nn / (current / z**2) - 1)


print("B. Ring: 3 fermions, length 2 pi bohr")
print(f"pair interaction amplitude = {2*PAIR:.1f} hartree")
print(f"lattice amplitude = {LATTICE:.1f} hartree")
print(f"n/m = {N/L:.6f} a.u., pi n/m = {np.pi*N/L:.6f} a.u.")
cutoffs = (5, 9, 12)
step = 0.02
for lattice in (False, True):
    name = "with lattice" if lattice else "uniform"
    mismatch = {}
    for cutoff in cutoffs:
        ring = Ring(cutoff)
        potential = ring.potential(lattice)
        energies, vectors = ring.diagonalize(ring.kinetic() + potential)
        nn, current, error = gauge_test(ring, energies, vectors, 1j)
        other_error = gauge_test(ring, energies, vectors, 0.7 + 0.2j)[2]
        mismatch[cutoff] = max(error, other_error)
    # ring, potential, energies and vectors now belong to the last cutoff
    print(f"[{name}] ground energy = {energies[0]:.6f} hartree")
    print(f"  chi_nn(q=1, i) = {nn.real:.8f} a.u.")
    print(f"  -chi_L(q=1, i) = {-current.real:.8f} a.u.")
    for cutoff in cutoffs:
        print(f"  largest relative mismatch, cutoff {cutoff}:"
              f" {mismatch[cutoff]:.1e}")
    assert energies[1] - energies[0] > 1e-3
    assert mismatch[cutoffs[-1]] < 1e-6
    assert mismatch[cutoffs[-1]] < 0.01 * mismatch[cutoffs[0]]

    momentum = ring.one_body(0, lambda k: float(k))
    para_dynamic = response(energies, vectors, momentum, 1j).real
    para_static = response(energies, vectors, momentum, 0.0)
    e = {0: energies[0]}
    for m in (-2, -1, 1, 2):
        e[m] = ring.ground_energy(ring.kinetic(m * step) + potential)
    second = (-e[2] + 16*e[1] - 30*e[0] + 16*e[-1] - e[-2]) / (12 * step**2)
    ring_drude = np.pi / L * second
    print(f"  chi_jj(q=0, i) = {abs(para_dynamic):.6f} a.u. (magnitude)")
    print(f"  D from energy curvature = {ring_drude:.6f} a.u.")
    print(f"  finite-frequency weight = {abs(np.pi*para_static):.6f} a.u.")
    assert abs(ring_drude - np.pi * (N / L + para_static)) < 1e-5
    if lattice:
        assert ring_drude < 0.99 * np.pi * N / L
        assert abs(para_dynamic) > 1e-3
    else:
        assert abs(ring_drude - np.pi * N / L) < 1e-5
        assert abs(para_dynamic) < 1e-10

print("finished without a failed check")
```

Running it gives:

```
A. Electron gas, r_s = 3.0 bohr
density n = 8.841941e-03 bohr^-3
k_F = 0.639719 bohr^-1
plasma frequency = 0.333333 hartree
q = 0.319860 bohr^-1, omega = 0.409241 hartree
pair continuum top at q = 0.255776 hartree
Lindhard chi_nn = 6.546339e-03 a.u.
paramagnetic chi_jj = 1.874178e-03 a.u.
diamagnetic n/m = 8.841941e-03 a.u.
proper chi_L = 1.071612e-02 a.u.
(q/omega)^2 = 0.610887 a.u.
(q/omega)^2 chi_L = 6.546339e-03 a.u.
(q/omega)^2 chi_jj alone = 1.144911e-03 a.u.
RPA chi_nn = 3.341016e-02 a.u.
(q/omega)^2 full chi_L = 3.341016e-02 a.u.
static chi_jj/(n/m) = -1.00000000
small q at fixed omega, in units of n/m:
q/k_F = 0.20: proper 1.025142, full 3.204736
q/k_F = 0.10: proper 1.006069, full 3.025431
q/k_F = 0.05: proper 1.001504, full 2.984526
limit of full response = 2.971207
integral of Re sigma at q = 2.777778e-02 a.u.
Drude weight pi n/m = 2.777778e-02 a.u.
Drude weight in SI = 5.28233e+21 S m^-1 s^-1
force coefficient ratio, q doubled = 2.0026
B. Ring: 3 fermions, length 2 pi bohr
pair interaction amplitude = 1.0 hartree
lattice amplitude = 1.0 hartree
n/m = 0.477465 a.u., pi n/m = 1.500000 a.u.
[uniform] ground energy = -0.679723 hartree
  chi_nn(q=1, i) = -0.08911614 a.u.
  -chi_L(q=1, i) = -0.08911614 a.u.
  largest relative mismatch, cutoff 5: 2.0e-03
  largest relative mismatch, cutoff 9: 6.5e-10
  largest relative mismatch, cutoff 12: 7.5e-14
  chi_jj(q=0, i) = 0.000000 a.u. (magnitude)
  D from energy curvature = 1.500000 a.u.
  finite-frequency weight = 0.000000 a.u.
[with lattice] ground energy = -1.357387 hartree
  chi_nn(q=1, i) = -0.05671980 a.u.
  -chi_L(q=1, i) = -0.05671980 a.u.
  largest relative mismatch, cutoff 5: 6.5e-02
  largest relative mismatch, cutoff 9: 5.4e-06
  largest relative mismatch, cutoff 12: 6.9e-10
  chi_jj(q=0, i) = 0.278118 a.u. (magnitude)
  D from energy curvature = 0.412709 a.u.
  finite-frequency weight = 1.087291 a.u.
finished without a failed check
```
